# Why a gate fills the Coulomb gap's bottom and restores Mott hopping

**Question.** Electrons localized by disorder in a plane repel one another through the Coulomb interaction. Without a gate, this depletes the density of states near the Fermi level, and hopping follows the Efros–Shklovskii law, \(\ln R\propto T^{-1/2}\). A metal gate now lies parallel to the plane at distance \(d\). Why does it change the lowest energies most, and why should cooling bring the sample towards the Mott law, \(\ln R\propto T^{-1/3}\)?

**Answer.**

## The mechanism: low energies belong to long distances

Hartree atomic units are used, with \(k_B=1\). The medium has dielectric constant \(\kappa\), and \(r\) is the in-plane distance between two sites. The gate is an ideal conductor that responds at once. A charge in the plane then acts together with an opposite image charge a distance \(2d\) away, so that

\[
U(r)=\frac1\kappa\left[\frac1r-\frac1{\sqrt{r^2+4d^2}}\right].
\]

For \(r\gg d\), the second term expands as \(1/r-2d^2/r^3\). The leading parts cancel and

\[
U(r)\simeq \frac{2d^2}{\kappa r^3}.
\]

At \(r=d\) the gate leaves 55% of the ungated interaction, at \(5d\) about 7%, and at \(10d\) about 2%. Screening is thus gradual.

To see which energies are affected, let \(s_i=+\tfrac12\) for an occupied site and \(-\tfrac12\) for an empty one, with a uniform background compensating the mean charge:

\[
H=\sum_i\varphi_i s_i+\frac12\sum_{i\ne j}U_{ij}s_is_j,
\qquad
\varepsilon_i=\varphi_i+\sum_{j\neq i}U_{ij}s_j .
\]

Here \(\varphi_i\) is the disorder energy and \(\varepsilon_i\) the single-particle energy, measured from the Fermi level. The interaction of a charge with its own image is proportional to \(s_i^2=\tfrac14\), a constant, and drops out.

Move an electron from an occupied site \(i\) to an empty site \(j\). Removing it changes the energy by \(-\varepsilon_i\). Adding it at \(j\) costs \(\varepsilon_j-U_{ij}\), because the electron that used to repel it from \(i\) is gone. A ground state must not gain energy by this move. Since \(\varepsilon_i<0<\varepsilon_j\), this means

\[
|\varepsilon_i|+|\varepsilon_j|\ge U(r_{ij}).
\]

An occupied and an empty site whose energies have magnitudes adding up to \(E\) must therefore be at least \(R(E)\) apart, where \(U(R)=E\). The smaller \(E\), the longer \(R\). The bottom of the gap is made by distant pairs, and these are the pairs whose interaction the gate removes.

A packing estimate shows what this does. If occupied and empty sites are mixed in space, the number per area \(N(\varepsilon)\) with energies within \(\pm\varepsilon\) is at most of order \(1/R^2(2\varepsilon)\).

- Without the gate, \(R\sim1/(\kappa\varepsilon)\), so \(N\lesssim\kappa^2\varepsilon^2\) and the density of states obeys \(g\lesssim\kappa^2|\varepsilon|\). It has to vanish at the Fermi level.
- With the gate, at low energy \(R\sim(d^2/\kappa\varepsilon)^{1/3}\), so \(N\lesssim(\kappa\varepsilon/d^2)^{2/3}\) and \(g\sim N/\varepsilon\lesssim(\kappa/d^2)^{2/3}\varepsilon^{-1/3}\). This bound grows as \(\varepsilon\to0\) and no longer forces a zero.

For \(U\propto r^{-a}\) the same estimate gives \(g\lesssim\varepsilon^{2/a-1}\). In two dimensions it demands a zero if \(a<2\). The gate changes \(a\) from 1 to 3.

## From permission to a finite density

The bound permits a finite density but does not prove one. A self-consistent estimate goes further. Let the density of states without interactions be a constant \(g_0\), with symmetry between filled and empty sites. A site at \(\varepsilon\) is in conflict with an opposite-sign partner at energy distance \(\varepsilon'\) if the partner lies within the area \(\pi R^2(|\varepsilon|+\varepsilon')\). Treating partners as independent gives

\[
g(\varepsilon)=g_0\exp\left[-\nu\int_0^\infty g(\varepsilon')\,\pi R^2(|\varepsilon|+\varepsilon')\,d\varepsilon'\right].
\]

The weight \(\nu\) can be derived for weak depletion. Consider one partner \(j\), and ask for \(\varepsilon_i=\varepsilon\) with \(0\le\varepsilon<U\), so that \(i\) is empty. If \(j\) is occupied, \(\varepsilon_j=\varphi_j-U/2\), and stability requires \(\varepsilon-\varepsilon_j\ge U\), or \(\varphi_j\le\varepsilon-U/2\). If \(j\) is empty, it requires \(\varphi_j>U/2\). An interval of length \(U-\varepsilon\) is missing. Summed over partners, the relative loss is \(g_0\int(U-\varepsilon)\,d^2r\) over the region \(U>\varepsilon\), which is the integral in the exponent with \(g=g_0\). Hence \(\nu=1\) to first order. A count over random pairs gave a loss of 0.110, against 0.1125 from this formula.

Deep in the gap, conflicts are not independent. The choice made here is \(\nu=\tfrac12\), which charges half of each conflict to each member of the pair. This is an approximation, not a derivation. Without the gate, insert \(g=A|\varepsilon|\) and \(R=1/(\kappa E)\), and differentiate the logarithm for \(\varepsilon>0\):

\[
\frac1\varepsilon=\frac{2\nu\pi A}{\kappa^2}\int_0^\infty\frac{\varepsilon'\,d\varepsilon'}{(\varepsilon+\varepsilon')^3}
=\frac{2\nu\pi A}{\kappa^2}\,\frac1{2\varepsilon},
\qquad A=\frac{\kappa^2}{\pi\nu}.
\]

For \(\nu=\tfrac12\) the slope is \(2\kappa^2/\pi\). This value of \(\nu\) is used from here on unless stated.

With the gate, the exponent at \(\varepsilon=0\) stays finite. Exchanging the order of integration over distance and energy,

\[
\int_0^\infty\pi R^2(E)\,dE=\int U(r)\,d^2r
=\frac{2\pi}{\kappa}\left[r-\sqrt{r^2+4d^2}\right]_0^\infty=\frac{4\pi d}{\kappa}.
\]

Since \(g\le g_0\), it follows that \(g(0)\ge g_0\exp(-4\pi\nu g_0d/\kappa)>0\) within this theory. This is a lower bound; when the exponent is large, it lies far below the value itself.

To find the value, write \(\varepsilon=e/(\kappa d)\), \(g=G\kappa/d\) and \(R=\rho d\). All other parameters disappear except

\[
G_0=\frac{g_0d}{\kappa}.
\]

The ungated linear law reaches \(g_0\) at the gap width \(\Delta=\pi g_0/(2\kappa^2)\), which is \(\pi G_0/2\) in units of \(1/(\kappa d)\). If \(G_0\gg1\), the linear law survives roughly between \(1/(\kappa d)\) and \(\Delta\). This range contributes to the exponent at \(\varepsilon=0\)

\[
\frac12\int_{1/(\kappa d)}^{\Delta}\frac{2\kappa^2\varepsilon'}{\pi}\,\frac{\pi}{\kappa^2\varepsilon'^2}\,d\varepsilon'
=\ln\frac{\pi G_0}{2}.
\]

The factor \(e^{-\ln(\pi G_0/2)}\) cancels the prefactor \(G_0\), leaving a pure number: \(g(0)\sim\kappa/d\), whatever the bare density. The full solution gives \(G(0)=0.129\), 0.111 and 0.108 for \(G_0=3\), 30 and 300. When \(G_0\) is large, the gate thus fills the bottom of the gap only to a floor far below \(g_0\).

In the opposite limit, \(4\pi G_0\ll1\), the first-order result with \(\nu=1\) is \(g(0)\simeq g_0(1-4\pi G_0)\). The gate then fills the gap almost completely, and \(g(0)\) returns nearly to \(g_0\).

The floor is approached slowly. Subtract the logarithm of the equation at zero energy from that at \(e\). For small \(e\), the difference comes from \(e'\sim e\), where \(\rho^2(E)=(2/E)^{2/3}\) and \(G\simeq G(0)\):

\[
\ln\frac{G(e)}{G(0)}\simeq\frac{\pi}{2}\,2^{2/3}G(0)\int_0^\infty\left[x^{-2/3}-(x+e)^{-2/3}\right]dx
=\frac{3\pi}{2}\,2^{2/3}G(0)\,e^{1/3}.
\]

The integral equals \(3e^{1/3}\), because the contributions from its upper limit cancel. The minimum therefore keeps a cusp.

A separate simulation tests the order of magnitude of the density near the Fermi level. Lattices of \(24\times24\) sites were relaxed until no single charge change and no single-electron move lowered the energy. With the lattice spacing and the nearest-neighbour Coulomb energy as units, disorder energies lay within \(\pm2\), the gate was at \(d=2\), and the density was averaged within \(\pm0.05\) of the Fermi level. It was 0.061 with the gate and 0.016 without. The self-consistent equation gives 0.087 for \(\nu=\tfrac12\) and 0.052 for \(\nu=1\) with the gate. These numbers are of the same order, but the comparison is rough. The equation treats the plane as continuous, whereas the lattice has no pairs closer than one spacing. Because of the cusp, the average over the window also lies above the floor itself. The test supports the order of magnitude of the floor, not its precise value. This lattice has \(G_0=0.5\), a shallower gap than in the example below.

## Why cooling leads to the Mott law

Let tunnelling between sites fall as \(e^{-2r/\xi}\), with localization length \(\xi\). The resistance of a bond is proportional to \(\exp(2r_{ij}/\xi+\varepsilon_{ij}/T)\), where

\[
\varepsilon_{ij}=\tfrac12\left(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|\right).
\]

Bond resistances vary exponentially, so the sample resistance is set by the hardest bond that a connected path cannot avoid: \(R\sim R_0e^u\), where \(u\) is the smallest exponent at which the allowed bonds cross the sample.

Allowed bonds have \(r\le u\xi/2\) and use sites with \(|\varepsilon|\le uT\). Suppose \(g\propto|\varepsilon|^s\) in that band. Measuring lengths in \(u\xi\) and energies in \(uT\) gives the same random network at every temperature, provided that the number of sites in the band within one hopping area is the same. At the threshold this number is fixed:

\[
(uT)^{1+s}(u\xi)^2=\text{const},
\qquad
u\propto T^{-(1+s)/(3+s)}.
\]

A linear gap, \(s=1\), gives exponent \(1/2\); a flat floor, \(s=0\), gives \(1/3\). In both cases \(uT\) falls on cooling while \(u\xi\) grows. The electrons use an ever narrower band and ever longer hops, until the band lies in the part of the gap that the gate has filled.

The two limiting laws are

\[
u=\left(\frac{C_1}{\kappa\xi T}\right)^{1/2},\qquad
u=\left(\frac{C_2}{g(0)\xi^2T}\right)^{1/3}.
\]

Percolation on 2000 randomly placed sites gave \(C_1\simeq11\) and \(C_2\simeq16\); samples of this size are not converged: with 15000 sites \(C_2\) falls to about 14.7 and \(C_1\) to about 10.8, which raises the crossover temperature found below by about 17%. Equate the laws and take the sixth power:

\[
\frac{C_1^3}{\kappa^3\xi^3T_x^3}=\frac{C_2^2}{g(0)^2\xi^4T_x^2}
\quad\Rightarrow\quad
T_x=\frac{C_1^3G(0)^2}{C_2^2}\,\frac{\xi}{\kappa d^2},
\]

where \(g(0)=G(0)\kappa/d\) was used. Inserting \(T_x\) into the first law shows that \(u\) at the meeting point grows as \(d/\xi\). The farther away the gate, the lower the temperature and the higher the resistance at which the Mott law takes over. A weaker effect begins earlier: in the example below, the gate already lowers \(u\) from 9.0 to 7.9 at about six times \(T_x\).

## The numbers

Take round model parameters: \(\kappa=10\), \(d=1000\) bohr, \(\xi=500\) bohr and \(g_0=0.03\) per hartree per bohr². Then \(1/(\kappa d)=10^{-4}\) hartree, or 31.6 K, and \(G_0=0.03\times1000/10=3\). The floor is

\[
g(0)=0.129\times\frac{10}{1000}=1.3\times10^{-3}
\]

per hartree per bohr², about 4% of \(g_0\). The gate's effect is concentrated at low energy: at \(e=0.01\), \(G\) is 0.17 with the gate and 0.006 without; at \(e=10\) the two values agree within 1%.

With the unrounded percolation constants of the run, the coefficient of the crossover temperature is \(10.92^3\times0.129^2/16.27^2=0.082\), and \(\xi/(\kappa d^2)=5\times10^{-5}\). Hence

\[
T_x=4.1\times10^{-6}\ \text{hartree}=1.3\ \text{K}.
\]

There the two limiting laws meet at \(u=23\), which corresponds to a longest hop \(u\xi/2=5.8d\). The actual exponent, interpolated from the table below, is smaller, about 17, with a longest hop of about \(4d\), because near the crossover the density of states exceeds both the floor and the linear law. The crossover needs hops several times longer than the gate distance.

The computed exponents with and without the gate are:

| \(T\) (K) | \(u\), gate | \(u\), no gate |
|---|---:|---:|
| 7.9 | 7.9 | 9.0 |
| 0.79 | 20.6 | 28.0 |
| 0.079 | 50.5 | 90.1 |

At 0.79 K the gate lowers \(u\) by about 7.5, and so the resistance by a factor of order \(10^3\) if \(R_0\) is unchanged.

The local exponent \(-d\ln u/d\ln T\), averaged over successive decades of cooling from 79 K, is 0.43, 0.42, 0.39, 0.37, 0.35 and 0.34 with the gate. The first value is only formal, because at 79 K the longest hop is just \(1.5\xi\). The exponent approaches \(1/3\) gradually, and no decade shows a clean \(1/2\): with \(G_0=3\), the linear law could survive only between \(e\simeq1\) and \(\pi G_0/2\simeq4.7\), less than a decade in energy. This is only part of the reason. Because \(d\) is just \(2\xi\), the longest hop already reaches about \(2d\) at 7.9 K, and even \(G_0=300\) gives only about 0.48 and 0.43 over the first two decades. A clean \(1/2\) at large \(u\) needs \(d\gg\xi\) as well. Without the gate the exponent rises from 0.46 and stays near \(1/2\). From the second decade on, it differs from \(1/2\) by at most about 0.01.

At the coldest point, \(8\times10^{-5}\) K, \(u\) is 575. A flat density equal to the floor gives 587, and a flat density equal to \(g_0\) gives 206. The floor, not the bare density, controls the final Mott law. Such a value of \(u\) identifies the asymptotic law but could not be measured.

The gate does not return this sample to an earlier Mott regime. Such a regime, governed by \(g_0\), would lie above the gap. Replacing \(G(0)\) by \(G_0\) in the matching raises \(T_x\) by a factor \((3/0.129)^2\simeq540\) and divides \(u\) at the meeting point by about 23, which leaves \(u\simeq1\). Hopping is no longer exponentially difficult there, so this sample has no such regime. What cooling brings is the Mott exponent, with a new and smaller density of states.

## Where the estimate can fail

The percolation calculation places sites independently and omits the attraction \(-U(r_{ij})\) between the moved electron and the hole it leaves. Subtracting the attraction from the energy of hops across the Fermi level, with negative values set to zero, makes hops cheaper and lowers \(C_1\) to about 8, which by itself more than halves \(T_x\). Since \(T_x\propto C_1^3G(0)^2\), and the floor is itself uncertain, the value 1.3 K is only an estimate of scale. Correlated moves of several electrons are also left out, as is the thermal filling of the gap. In the example, the part of the gap above \(e\simeq1.5\) comes from pairs closer than \(\xi\), where localized charges do not act as points; the density of states is less reliable there. The picture further requires hops much longer than \(\xi\), and a gate whose charge follows each hop; a gate that responds too slowly would not screen in this way. Tunnelling into the gate must also be negligible. If the decay length towards the gate were \(\xi\), a path to the gate and back would cost only \(4d/\xi=8\) in the exponent, against \(u\simeq17\) at the crossover, so the example presumes an insulating barrier with a much shorter decay length. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
kappa = 10, d = 1000 bohr, xi = 500 bohr
bare density g0 = 0.030 per hartree per bohr^2; G0 = 3.00
energy 1/(kappa d) = 1.000e-04 hartree = 31.58 K
r/d =  0.5: gated/ungated interaction = 0.7575
r/d =  1.0: gated/ungated interaction = 0.5528
r/d =  2.0: gated/ungated interaction = 0.2929
r/d =  5.0: gated/ungated interaction = 0.0715
r/d = 10.0: gated/ungated interaction = 0.0194
integral of U over plane = 12.5664 d/kappa
pair test: loss counted 0.1103, formula 0.1125
ungated slope G/e at e=1e-8: 0.6370
gated floor G(0) = 0.1290; G(0)/G0 = 0.0430
floor g(0) = 1.290e-03 per hartree per bohr^2
floor G(0) for G0 = 30: 0.1105
floor G(0) for G0 = 300: 0.1078
e =  0.01: G gated 0.1694, ungated 0.0061
e =  0.10: G gated 0.2758, ungated 0.0739
e =  1.00: G gated 0.8452, ungated 0.7088
e = 10.00: G gated 2.2052, ungated 2.1917
cusp ln(G/G(0)) at e=1.00e-06: 0.00974, formula 0.00965
lattice: 80 samples of 24x24, d = 2 spacings
lattice site energies within +-2, window +-0.05
lattice counts in window: gated 280, ungated 73
lattice density: gated 0.0608, ungated 0.0158
closure for gated lattice: nu=1/2 0.0874, nu=1 0.0519
theta, T (K), u gated, u ungated:
1e+01  7.894e+01  2.96  3.10
1e+00  7.894e+00  7.90  8.99
1e-01  7.894e-01  20.55  28.01
1e-02  7.894e-02  50.50  90.09
1e-03  7.894e-03  117.66  291.49
1e-04  7.894e-04  262.48  933.69
1e-05  7.894e-05  574.63  2955.94
local exponent -dln u/dln T over each decade, gated, ungated:
theta 1e+01 to 1e+00: 0.426  0.462
theta 1e+00 to 1e-01: 0.415  0.494
theta 1e-01 to 1e-02: 0.391  0.507
theta 1e-02 to 1e-03: 0.367  0.510
theta 1e-03 to 1e-04: 0.348  0.506
theta 1e-04 to 1e-05: 0.340  0.500
largest relative standard error of u: 0.0141
coldest u: gated 574.6, flat floor 586.5, flat bare 205.5
T_ES*kappa*xi = 10.92; T_Mott*g*xi^2 = 16.27
crossover T_x*kappa*d^2/xi = 0.0819
T_x = 4.097e-06 hartree = 1.2938 K
where the two limiting laws meet: u = 23.1, longest hop = 5.8 d
```
